# Kinetic-energy density and meta-GGA terms in the PAW method: test program

```python
# Result under test (PAW, meta-GGA, Hartree atomic units):
#   tau = tau_smooth + tau_1 - tau_1s, up to a remainder caused by incomplete
#   partial waves, and
#   D_ij = int [v_n f_i f_j + 2 v_sigma grad n . grad(f_i f_j)
#               + v_tau/2 grad f_i . grad f_j]_AE - [same]_PS.
# AE = all-electron, PS = pseudo partial waves; tau_1, tau_1s = their one-centre
# kinetic-energy densities; v_x = derivative of the xc energy density by x.
# Model: potential -Z/r, 1s core, valence (2s +- 2pz)/sqrt(2), sphere radius RC.
# A wave of angular momentum l is stored as f(r), meaning f(r) r^l Y_l0.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from pyscf.dft import libxc

Z, RC = 6.0, 1.0
OCC = np.array([2.0, 1.0])
ENERGIES = [-4.0, -5.0, -3.0]
FUNCTIONAL = 'MGGA_X_TPSS,MGGA_C_TPSS'
EXCHANGE = 'MGGA_X_TPSS,'
EV = physical_constants['Hartree energy in eV'][0]
Y0, Y1 = np.sqrt(1 / (4 * np.pi)), np.sqrt(3 / (4 * np.pi))

# quadrature in the sphere; everything is axially symmetric about z
NR, NU = 80, 32
x, wx = np.polynomial.legendre.leggauss(NR)
r, wr = 0.5 * RC * (x + 1), 0.5 * RC * wx
u, wu = np.polynomial.legendre.leggauss(NU)
rr, uu = np.repeat(r, NU), np.tile(u, NR)
PTS = np.array([rr * np.sqrt(1 - uu**2), 0 * rr, rr * uu])
W = 2 * np.pi * np.repeat(wr * r**2, NU) * np.tile(wu, NR)


def coulomb_series(l, energy, terms=60):
    """Regular solution of the radial equation in -Z/r, divided by r^l."""
    a = [1.0]
    for k in range(terms):
        before = a[k - 1] if k > 0 else 0.0
        a.append((-2 * Z * a[k] - 2 * energy * before)
                 / ((k + 1) * (k + 2 * l + 2)))
    return Polynomial(a)


def pseudize(derivatives):
    """Even polynomial with given value and three derivatives at RC."""
    powers = [Polynomial([0.0] * (2 * k) + [1.0]) for k in range(4)]
    m = [[(p.deriv(d) if d else p)(RC) for p in powers] for d in range(4)]
    c = np.linalg.solve(np.array(m), np.array(derivatives))
    return sum(ck * p for ck, p in zip(c, powers))


def dataset(number):
    """List of (l, AE function, PS function), AE norm one in the sphere."""
    result = []
    for l in (0, 1):
        for energy in ENERGIES[:number]:
            f = coulomb_series(l, energy)
            f = f / np.sqrt(np.sum(wr * r**(2 * l + 2) * f(r)**2))
            ders = [f(RC)] + [f.deriv(d)(RC) for d in (1, 2, 3)]
            result.append((l, f, pseudize(ders)))
    return result


# closed-form hydrogenic orbitals: f and df/dr
A2S, A2P = Z**1.5 / np.sqrt(2), Z**2.5 / (2 * np.sqrt(6))
HYD = {0: (lambda q: A2S * (1 - Z * q / 2) * np.exp(-Z * q / 2),
           lambda q: A2S * (-Z + Z**2 * q / 4) * np.exp(-Z * q / 2)),
       1: (lambda q: A2P * np.exp(-Z * q / 2),
           lambda q: -Z / 2 * A2P * np.exp(-Z * q / 2))}
SIGNS = np.array([[1, 1], [1, -1]]) / np.sqrt(2)


def wave(f, df, l, pts):
    """Value and Cartesian gradient, shape (4, points)."""
    q = np.sqrt(np.sum(pts**2, axis=0))
    harmonic = Y0 + 0 * q if l == 0 else Y1 * pts[2]
    out = np.empty((4, q.size))
    out[0] = f(q) * harmonic
    out[1:] = df(q) * harmonic * pts / q
    if l == 1:
        out[3] += f(q) * Y1
    return out


def coefficients(data, radial, from_ae):
    """Projector amplitudes of a smooth orbital, given either by itself
    or by the AE orbital into which it is transformed."""
    c = np.zeros(len(data))
    for l in (0, 1):
        idx = [i for i, d in enumerate(data) if d[0] == l]
        weight = wr * r**(2 * l + 2) * (1 - (r / RC)**2)**2
        left = np.array([data[i][2](r) for i in idx]) * weight
        right = np.array([data[i][1 if from_ae else 2](r) for i in idx])
        c[idx] = np.linalg.solve(left @ right.T, left @ radial[l])
    return c


def evaluate(data, c, pts):
    ae = np.array([wave(f, f.deriv(), l, pts) for l, f, g in data])
    ps = np.array([wave(g, g.deriv(), l, pts) for l, f, g in data])
    hyd = np.array([wave(*HYD[l], l, pts) for l in (0, 1)])
    true = np.einsum('nl,lcm->ncm', SIGNS, hyd)
    smooth = true - np.einsum('ni,icm->ncm', c, ae - ps)
    return ae, ps, true, smooth


nc_rc = 2 * Z**3 / np.pi * np.exp(-2 * Z * RC)
NCORE_PS = pseudize([nc_rc * (-2 * Z)**k for k in range(4)])


def core(pts, smooth):
    q = np.sqrt(np.sum(pts**2, axis=0))
    if smooth:
        n, dn = NCORE_PS(q), NCORE_PS.deriv()(q)
    else:
        n = 2 * Z**3 / np.pi * np.exp(-2 * Z * q)
        dn = -2 * Z * n
    return np.vstack([n, dn * pts / q, 0 * q, Z**2 / 2 * n])


def fields(waves, rho):
    """Rows: n, grad n (3), unused Laplacian, tau; rho symmetric."""
    n = np.einsum('ij,im,jm->m', rho, waves[:, 0], waves[:, 0])
    g = 2 * np.einsum('ij,im,jcm->cm', rho, waves[:, 0], waves[:, 1:])
    t = 0.5 * np.einsum('ij,icm,jcm->m', rho, waves[:, 1:], waves[:, 1:])
    return np.vstack([n, g, 0 * n, t])


def xc(field, functional=FUNCTIONAL):
    exc, vxc = libxc.eval_xc(functional, np.ascontiguousarray(field),
                             spin=0, deriv=1)[:2]
    return field[0] * exc, vxc[0], vxc[1], vxc[-1]


def energy_xc(field):
    return np.sum(W * xc(field)[0])


def potential_matrices(waves, field):
    """Density part and tau part of the matrix of the xc potential."""
    _, vn, vs, vt = xc(field)
    val, grad = waves[:, 0], waves[:, 1:]
    slope = np.einsum('cm,jcm->jm', field[1:4], grad)
    cross = (val * (2 * W * vs)) @ slope.T
    local = (val * (W * vn)) @ val.T + cross + cross.T
    tau = 0.5 * np.einsum('icm,jcm->ij', grad * (W * vt), grad)
    return local, tau


CORE, CORE_PS = core(PTS, False), core(PTS, True)

# the series and the closed form describe the same 2s and 2p functions
for l, amp in ((0, A2S), (1, A2P)):
    series = amp * coulomb_series(l, -Z**2 / 8)(r)
    assert np.max(abs(series - HYD[l][0](r))) < 1e-9 * amp

print(f"Z = {Z:.1f}, sphere radius = {RC:.2f} bohr")
print(f"valence orbital energy = {-Z**2/8:.3f} hartree")
print("partial-wave energies (hartree):", ENERGIES)
print("valence occupations (electrons):", OCC.tolist())

tau_errors, xc_errors, saved = [], [], None
for number in (1, 2, 3):
    data = dataset(number)
    C = []
    for s in SIGNS:
        radial = [s[l] * HYD[l][0](r) for l in (0, 1)]
        c = coefficients(data, radial, True)
        smooth_radial = [radial[l] - sum(c[i] * (d[1](r) - d[2](r))
                         for i, d in enumerate(data) if d[0] == l)
                         for l in (0, 1)]
        again = coefficients(data, smooth_radial, False)
        assert np.max(abs(again - c)) < 1e-6
        C.append(c)
    C = np.array(C)
    rho = C.T @ np.diag(OCC) @ C
    ae, ps, true, smooth = evaluate(data, C, PTS)
    F = [fields(true, np.diag(OCC)) + CORE,
         fields(smooth, np.diag(OCC)) + CORE_PS,
         fields(ae, rho) + CORE, fields(ps, rho) + CORE_PS]
    deviation = F[1][5] + F[2][5] - F[3][5] - F[0][5]
    # remainder from the part of the AE orbital missed by the partial waves
    missed = true - np.einsum('ni,icm->ncm', C, ae)
    change = np.einsum('ni,icm->ncm', C, ae - ps)
    remainder = -np.einsum('n,ncm,ncm->m', OCC, missed[:, 1:], change[:, 1:])
    assert np.max(abs(deviation - remainder)) < 1e-8
    E = [energy_xc(f) for f in F]
    tau_errors.append(np.sum(W * abs(deviation)))
    xc_errors.append(E[1] + E[2] - E[3] - E[0])
    print(f"{number} wave(s) per l: int|tau error| = {tau_errors[-1]:.3e}, "
          f"Exc error = {xc_errors[-1]:.3e} hartree")
    if number == 2:
        saved = (data, C, rho, ae, ps, smooth, F, E)
assert tau_errors[0] > tau_errors[1] > tau_errors[2]
assert abs(xc_errors[2]) < abs(xc_errors[0])

data, C, rho, ae, ps, smooth, F, E = saved
print("Below: two partial waves per l, order s1 s2 p1 p2")
names = ["true", "smooth", "one-centre AE", "one-centre PS"]
for name, f, e in zip(names, F, E):
    print(f"{name}: kinetic {np.sum(W*f[5]):.6f}, Exc {e:.6f} hartree")
print(f"three-part kinetic sum = {np.sum(W*(F[1][5]+F[2][5]-F[3][5])):.6f}"
      " hartree")
total = E[1] + E[2] - E[3]
print(f"three-part Exc sum = {total:.6f} hartree = {total*EV:.4f} eV")

# values at one point on the axis
point = np.array([[0.0], [0.0], [0.3]])
a1, p1, t1, s1 = evaluate(data, C, point)
cp, cps = core(point, False)[5, 0], core(point, True)[5, 0]
taus = [fields(t1, np.diag(OCC))[5, 0] + cp,
        fields(s1, np.diag(OCC))[5, 0] + cps,
        fields(a1, rho)[5, 0] + cp, fields(p1, rho)[5, 0] + cps]
print(f"tau at z = {point[2,0]:.1f} bohr on the axis, hartree/bohr^3:")
for name, t in zip(names, taus):
    print(f"  {name}: {t:.6f}")
print(f"  three-part sum: {taus[1]+taus[2]-taus[3]:.6f}")

# von Weizsaecker bound for every density that enters the functional
for name, f in zip(names, F):
    ratio = np.min(8 * f[0] * f[5] / np.sum(f[1:4]**2, axis=0))
    assert ratio > 1 - 1e-9
    print(f"smallest tau/tau_W, {name}: {ratio:.5f}")
core_ratio = np.min(8 * CORE_PS[0] * CORE_PS[5]
                    / np.sum(CORE_PS[1:4]**2, axis=0))
assert np.min(CORE_PS[0]) > 0 and core_ratio > 1 - 1e-9

# one-centre AE and PS fields agree on the sphere surface
edge = RC * np.array([np.sqrt(1 - u**2), 0 * u, u])
ea, ep, _, _ = evaluate(data, C, edge)
jump = (fields(ea, rho) + core(edge, False)
        - fields(ep, rho) - core(edge, True))
assert np.max(abs(jump)) < 1e-8

# multipoles of the valence tau: radial formula against angular projection
harmonics = np.array([Y0 + 0 * u, Y1 * u,
                      np.sqrt(5 / (16 * np.pi)) * (3 * u**2 - 1)])
tau_grid = fields(ae, rho)[5].reshape(NR, NU)
R = [f(r) * r**l for l, f, g in data]
dR = [f.deriv()(r) * r**l + l * f(r) for l, f, g in data]
for L in range(3):
    projected = 2 * np.pi * tau_grid @ (wu * harmonics[L])
    formula = np.zeros(NR)
    for i, (li, _, _) in enumerate(data):
        for j, (lj, _, _) in enumerate(data):
            gaunt = 2 * np.pi * np.sum(wu * harmonics[li] * harmonics[lj]
                                       * harmonics[L])
            allowed = (abs(li - lj) <= L <= li + lj
                       and (li + lj + L) % 2 == 0)
            if not allowed:
                # zero by symmetry; its rounding error must not meet 1/r^2
                assert abs(gaunt) < 1e-13
                continue
            factor = 0.5 * (li * (li + 1) + lj * (lj + 1) - L * (L + 1))
            formula += 0.5 * rho[i, j] * gaunt * (
                dR[i] * dR[j] + factor * R[i] * R[j] / r**2)
    assert np.max(abs(projected - formula)) < 1e-7

# D_ij against finite differences of the one-centre energy
la, ta = potential_matrices(ae, F[2])
lp, tp = potential_matrices(ps, F[3])
D_density, D_tau = la - lp, ta - tp
D = D_density + D_tau


def one_centre(density_matrix):
    return (energy_xc(fields(ae, density_matrix) + CORE)
            - energy_xc(fields(ps, density_matrix) + CORE_PS))


step, worst = 2e-5, 0.0
for i in range(4):
    for j in range(i, 4):
        shift = np.zeros((4, 4))
        shift[i, j] += step / 2
        shift[j, i] += step / 2
        slope = (one_centre(rho + shift) - one_centre(rho - shift)) / (2 * step)
        worst = max(worst, abs(slope - D[i, j]))
assert worst < 5e-6
label = ["s1", "s2", "p1", "p2"]
for i, j in ((0, 0), (0, 1), (1, 1), (0, 2), (2, 2), (2, 3), (3, 3)):
    print(f"{label[i]}-{label[j]}: rho {rho[i,j]:.5f}; D density "
          f"{D_density[i,j]:.6f}, tau {D_tau[i,j]:.6f}, "
          f"sum {D[i,j]:.6f} hartree")
print(f"D(s1,s1) = {D[0,0]*EV:.4f} eV")
print(f"largest |D - finite difference| = {worst:.1e} hartree")

# derivative of the whole energy along a change eta of the first orbital
bump = Polynomial([1, 0, -1 / RC**2])**2
eta = wave(bump, bump.deriv(), 0, PTS) + wave(bump, bump.deriv(), 1, PTS)
c_eta = coefficients(data, [bump(r), bump(r)], False)


def total_energy(t):
    orbitals, c = smooth.copy(), C.copy()
    orbitals[0] += t * eta
    c[0] += t * c_eta
    return (energy_xc(fields(orbitals, np.diag(OCC)) + CORE_PS)
            + one_centre(c.T @ np.diag(OCC) @ c))


numeric = (total_energy(step) - total_energy(-step)) / (2 * step)
ls, ts = potential_matrices(np.array([smooth[0], eta]), F[1])
smooth_part = 2 * OCC[0] * (ls + ts)[0, 1]
paw_part = 2 * OCC[0] * c_eta @ D @ C[0]
assert abs(numeric - smooth_part - paw_part) < 1e-5 * max(1, abs(numeric))
print(f"orbital derivative: smooth {smooth_part:.6f}, D part {paw_part:.6f},"
      f" sum {smooth_part+paw_part:.6f} hartree")
print(f"orbital derivative by finite difference = {numeric:.6f} hartree")


# weak form of the tau potential against the divergence operator; exchange
# only, because the maximum inside TPSS correlation can put a kink in v_tau
def flux(pts):
    orbitals = evaluate(data, C, pts)[3]
    field = fields(orbitals, np.diag(OCC)) + core(pts, True)
    return xc(field, EXCHANGE)[3] * orbitals[0, 1:]


h, divergence = 2e-5, np.zeros(PTS.shape[1])
for axis in range(3):
    move = np.zeros((3, 1))
    move[axis] = h
    divergence += (flux(PTS + move)[axis] - flux(PTS - move)[axis]) / (2 * h)
strong = -0.5 * np.sum(W * eta[0] * divergence)
weak = 0.5 * np.sum(W * np.sum(eta[1:] * flux(PTS), axis=0))
assert abs(strong - weak) < 1e-5
print(f"exchange tau potential element: gradient form {weak:.6f}, "
      f"divergence form {strong:.6f} hartree")
print("every check passed")
```

Running it gives:

```
Z = 6.0, sphere radius = 1.00 bohr
valence orbital energy = -4.500 hartree
partial-wave energies (hartree): [-4.0, -5.0, -3.0]
valence occupations (electrons): [2.0, 1.0]
1 wave(s) per l: int|tau error| = 1.619e-01, Exc error = -2.195e-03 hartree
2 wave(s) per l: int|tau error| = 1.469e-02, Exc error = -7.722e-04 hartree
3 wave(s) per l: int|tau error| = 7.549e-04, Exc error = 3.012e-05 hartree
Below: two partial waves per l, order s1 s2 p1 p2
true: kinetic 46.837610, Exc -5.520591 hartree
smooth: kinetic 4.393252, Exc -1.266736 hartree
one-centre AE: kinetic 46.837149, Exc -5.521927 hartree
one-centre PS: kinetic 4.381765, Exc -1.267300 hartree
three-part kinetic sum = 46.848636 hartree
three-part Exc sum = -5.521363 hartree = -150.2439 eV
tau at z = 0.3 bohr on the axis, hartree/bohr^3:
  true: 78.626816
  smooth: 2.480272
  one-centre AE: 78.654029
  one-centre PS: 2.471118
  three-part sum: 78.663183
smallest tau/tau_W, true: 1.01658
smallest tau/tau_W, smooth: 1.01658
smallest tau/tau_W, one-centre AE: 1.01598
smallest tau/tau_W, one-centre PS: 1.01598
s1-s1: rho 0.19392; D density -0.099403, tau 0.036244, sum -0.063159 hartree
s1-s2: rho 0.20138; D density -0.112711, tau 0.035587, sum -0.077124 hartree
s2-s2: rho 0.20911; D density -0.123182, tau 0.034342, sum -0.088840 hartree
s1-p1: rho 0.07206; D density 0.013287, tau -0.001709, sum 0.011578 hartree
p1-p1: rho 0.24098; D density -0.446118, tau 0.010849, sum -0.435269 hartree
p1-p2: rho 0.26877; D density -0.379749, tau 0.007873, sum -0.371876 hartree
p2-p2: rho 0.29977; D density -0.322443, tau 0.005041, sum -0.317402 hartree
D(s1,s1) = -1.7186 eV
largest |D - finite difference| = 2.8e-11 hartree
orbital derivative: smooth 0.145149, D part -0.211347, sum -0.066198 hartree
orbital derivative by finite difference = -0.066198 hartree
exchange tau potential element: gradient form 0.001330, divergence form 0.001330 hartree
every check passed
```
